# Recovering two impurity spin asymmetries from ternary ferromagnetic alloy resistivities: a program that tests the result

```python
"""Two-current model of a ferromagnetic alloy with impurities A and B.

Result under test: without spin mixing the deviation from Matthiessen's rule,
  Delta = rho_AB - rho_A - rho_B = S_A S_B (f_A - f_B)^2 / (S_A + S_B) >= 0,
and two ternary alloys determine both asymmetries up to a common inversion.
Symbols: alpha = rho_down/rho_up; f = alpha/(1+alpha), the spin-up current share;
S = rho_up + rho_down; s = 2f - 1, the current polarization; m = mixing resistivity.
The inverse problem uses 1/Delta = u/rho_A + v/rho_B.
All resistivities are in micro-ohm cm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge
from scipy.optimize import brentq, minimize_scalar


def channels(rho, alpha):
    """Spin-up and spin-down resistivities of one binary alloy."""
    return np.array([rho * (1 + alpha) / alpha, rho * (1 + alpha)])


def solve_currents(r, m=0.0):
    """Total resistivity and polarization from the two force balances."""
    matrix = np.array([[r[0] + m, -m], [-m, r[1] + m]])
    j = np.linalg.solve(matrix, np.ones(2))
    return 1 / j.sum(), (j[0] - j[1]) / j.sum()


def deviation(a, b, m=0.0):
    return (solve_currents(a + b, m)[0] - solve_currents(a, m)[0]
            - solve_currents(b, m)[0])


def deviation_formula(rho_a, rho_b, alpha_a, alpha_b):
    fa, fb = alpha_a / (1 + alpha_a), alpha_b / (1 + alpha_b)
    sa, sb = rho_a / (fa * (1 - fa)), rho_b / (fb * (1 - fb))
    return sa * sb * (fa - fb)**2 / (sa + sb)


def recover(first, second):
    """Each argument is (rho_A, rho_B, rho_AB); branch with s_A > s_B."""
    a1, b1, t1 = first
    a2, b2, t2 = second
    y1, y2 = 1 / (t1 - a1 - b1), 1 / (t2 - a2 - b2)
    det = 1 / (a1 * b2) - 1 / (a2 * b1)
    u = (y1 / b2 - y2 / b1) / det
    v = (y2 / a1 - y1 / a2) / det
    big_d = 1 + 2 * (u + v) + (u - v)**2
    s_a = (1 + v - u) / np.sqrt(big_d)
    s_b = (v - u - 1) / np.sqrt(big_d)
    return dict(u=u, v=v, D=big_d, s_a=s_a, s_b=s_b,
                a=(1 + s_a) / (1 - s_a), b=(1 + s_b) / (1 - s_b))


# Symbolic check of the deviation and of the resistivity with mixing.
a1, a2, b1, b2, mm = sp.symbols("a1 a2 b1 b2 m", positive=True)
direct = ((a1 + b1) * (a2 + b2) / (a1 + a2 + b1 + b2)
          - a1 * a2 / (a1 + a2) - b1 * b2 / (b1 + b2))
share_gap = a2 / (a1 + a2) - b2 / (b1 + b2)
closed = (a1 + a2) * (b1 + b2) * share_gap**2 / (a1 + a2 + b1 + b2)
assert sp.cancel(sp.together(direct - closed)) == 0
flow = sp.Matrix([[a1 + mm, -mm], [-mm, a2 + mm]]).inv() * sp.Matrix([1, 1])
mixed = (a1 * a2 + mm * (a1 + a2)) / (a1 + a2 + 4 * mm)
assert sp.cancel(sp.together(1 / (flow[0] + flow[1]) - mixed)) == 0

# Random checks: sign, closed form, minimum heat, mixing bound, inversion.
rng = np.random.default_rng(7)
for _ in range(200):
    ra, rb = rng.uniform(0.3, 4, 2)
    xa, xb = np.exp(rng.uniform(-2.5, 2.5, 2))
    if abs(np.log(xa / xb)) < 0.2:
        continue
    a, b = channels(ra, xa), channels(rb, xb)
    delta = deviation(a, b)
    assert delta > 0
    assert np.isclose(delta, deviation_formula(ra, rb, xa, xb), rtol=1e-8)
    m = rng.uniform(0, 5)
    total, polarization = solve_currents(a + b, m)
    heat = minimize_scalar(lambda f: (a + b)[0] * f**2 + (a + b)[1] * (1 - f)**2
                           + m * (2 * f - 1)**2, bounds=(0, 1), method="bounded")
    assert np.isclose(heat.fun, total, rtol=1e-7)
    assert deviation(a, b, m) >= -m * polarization**2 - 1e-10
    sets = []
    for wa, wb in ((1, 3), (3, 1)):
        sets.append((wa * ra, wb * rb, solve_currents(wa * a + wb * b)[0]))
    found = recover(*sets)
    expected = (xa, xb) if xa > xb else (1 / xa, 1 / xb)
    assert np.allclose((found["a"], found["b"]), expected, rtol=1e-6)
assert abs(deviation(channels(1.1, 3.0), channels(2.7, 3.0))) < 1e-12

# Hidden parameters of the synthetic alloys.
alpha_a, alpha_b = 8.0, 0.4
slope_a, slope_b = 0.3, 4.0                  # micro-ohm cm per at.%
compositions = [(2.0, 0.6), (4.0, 0.4), (6.0, 0.2)]


def measure(composition, m=0.0, background=None, excess=1.0, gamma=0.0):
    a = channels(slope_a * composition[0], alpha_a)
    b = channels(slope_b * composition[1], alpha_b)
    h = np.zeros(2) if background is None else background
    samples = [a + h, b + h, excess * (a + b) + h]
    turned = [np.array([r[0] + gamma * r[1], (1 - gamma) * r[1]]) for r in samples]
    return np.array([solve_currents(r, m)[0] for r in turned])


def apparent(**effect):
    return recover(measure(compositions[0], **effect),
                   measure(compositions[2], **effect))


# All solutions of the polynomial inverse problem, found without the formula.
x, y = sp.symbols("x y")
fa, fb = sp.Rational(8, 9), sp.Rational(2, 7)
ue, ve = fa * (1 - fa) / (fa - fb)**2, fb * (1 - fb) / (fa - fb)**2
roots = sp.solve([1 - x**2 - ue * (x - y)**2, 1 - y**2 - ve * (x - y)**2], [x, y])
physical = {r for r in roots if sp.simplify(r[0] - r[1]) != 0}
pair = (sp.Rational(7, 9), sp.Rational(-3, 7))
assert physical == {pair, (-pair[0], -pair[1])}

print("Hidden asymmetries A, B: %.3f, %.3f" % (alpha_a, alpha_b))
print("Binary slopes A, B: %.3f, %.3f uOhm cm/at.%%" % (slope_a, slope_b))
data = [np.round(measure(c), 3) for c in compositions]
for number, (c, d) in enumerate(zip(compositions, data), 1):
    print("Alloy %d: A %.1f at.%%, B %.1f at.%%" % (number, *c))
    print("  rho_A, rho_B, rho_AB: %.3f, %.3f, %.3f uOhm cm" % tuple(d))
    gap = d[2] - d[0] - d[1]
    print("  Delta: %.3f uOhm cm; 1/Delta: %.5f 1/(uOhm cm)" % (gap, 1 / gap))

result = recover(data[0], data[2])
assert abs(result["a"] / alpha_a - 1) < 0.01   # data rounded to 0.001
assert abs(result["b"] / alpha_b - 1) < 0.01
print("u, v, D: %.5f, %.5f, %.5f" % (result["u"], result["v"], result["D"]))
print("Polarizations s_A, s_B: %.5f, %.5f" % (result["s_a"], result["s_b"]))
print("Recovered alpha_A, alpha_B: %.3f, %.4f" % (result["a"], result["b"]))
print("Mirror alpha_A, alpha_B: %.4f, %.3f" % (1 / result["a"], 1 / result["b"]))
for name, slope, key in (("A", slope_a, "a"), ("B", slope_b, "b")):
    print("%s up, down: %.3f, %.3f uOhm cm/at.%%"
          % (name, *channels(slope, result[key])))

middle = data[1]
predicted = deviation_formula(middle[0], middle[1], result["a"], result["b"])
observed = middle[2] - middle[0] - middle[1]
assert abs(predicted - observed) < 0.003       # propagated rounding
print("Alloy 2 Delta predicted, observed: %.4f, %.4f uOhm cm"
      % (predicted, observed))

# Another pair of asymmetries reproduces alloy 1 but not alloy 3.
exact = [measure(c) for c in compositions]
gaps = [d[2] - d[0] - d[1] for d in exact]
rival_a = 5.0
rival_b = brentq(lambda z: deviation(channels(exact[0][0], rival_a),
                                     channels(exact[0][1], z)) - gaps[0], 0.05, 0.9)
rival_gap = deviation(channels(exact[2][0], rival_a), channels(exact[2][1], rival_b))
assert abs(rival_gap - gaps[2]) > 0.1
print("Rival pair fitting alloy 1: %.3f, %.4f" % (rival_a, rival_b))
print("Rival Delta for alloy 3: %.3f uOhm cm" % rival_gap)

# Independent relative errors in all six resistivities.
error, trials = 0.005, 20000
noisy = [[value * (1 + error * rng.standard_normal(trials)) for value in exact[k]]
         for k in (0, 2)]
spread = recover(*noisy)
assert np.all(spread["u"] > 0) and np.all(spread["v"] > 0)
print("Random error of each resistivity: %.1f %%" % (100 * error))
for name, key in (("A", "a"), ("B", "b")):
    print("alpha_%s 16, 50, 84 percentiles: %.3f, %.3f, %.3f"
          % (name, *np.percentile(spread[key], [16, 50, 84])))

# Mixing can make the deviation negative even for equal asymmetries.
same = channels(slope_a * 4.0, alpha_a)
m_test = 1.0
negative = deviation(same, same, m_test)
polarization = solve_currents(2 * same, m_test)[1]
assert negative < 0
print("Equal impurities, each binary at m=0: %.3f uOhm cm" % solve_currents(same)[0])
print("  at m = %.1f uOhm cm, Delta: %.3f uOhm cm" % (m_test, negative))
print("  lower bound: %.3f uOhm cm" % (-m_test * polarization**2))

# Sizes of neglected effects, with rough assumed inputs.
m_limit = brentq(lambda m: apparent(m=m)["a"] - 0.9 * alpha_a, 0, 0.3)
print("Mixing that lowers alpha_A by 10 %%: %.4f uOhm cm" % m_limit)
m_warm = 10.0
warm = measure(compositions[0], m=m_warm)
warm_gap = warm[2] - warm[0] - warm[1]
assert warm_gap < gaps[0]
print("Alloy 1 Delta at rough warm m = %.0f: %.3f uOhm cm" % (m_warm, warm_gap))
host_rho, host_alpha = 0.03, 3.0
host = apparent(background=channels(host_rho, host_alpha))
print("Host background, asymmetry: %.3f uOhm cm, %.1f" % (host_rho, host_alpha))
print("  apparent alpha_A, alpha_B: %.3f, %.4f" % (host["a"], host["b"]))
excess = 1.02
extra = apparent(excess=excess)
print("Ternary channel excess: %.1f %%" % (100 * (excess - 1)))
print("  apparent alpha_A, alpha_B: %.3f, %.4f" % (extra["a"], extra["b"]))
gamma = 0.01
turned = apparent(gamma=gamma)
for key, alpha in (("a", alpha_a), ("b", alpha_b)):
    assert np.isclose(turned[key], alpha * (1 - gamma) / (1 + gamma * alpha), rtol=1e-7)
anisotropy = measure(compositions[0], gamma=gamma)[0] / exact[0][0] - 1
print("Spin-orbit gamma: %.3f; A-binary anisotropy: %.2f %%"
      % (gamma, 100 * anisotropy))
print("  apparent alpha_A, alpha_B: %.3f, %.4f" % (turned["a"], turned["b"]))
induction, density = 0.6, 4.5e28              # tesla, carriers per m^3 per spin
lowest = channels(exact[0][0], alpha_a)[0] * 1e-8   # ohm m
angle = induction / (density * electron_charge * lowest)
print("Internal induction: %.1f T; density per spin: %.1e m^-3" % (induction, density))
print("Largest cyclotron angle: %.4f rad; its square: %.1e" % (angle, angle**2))
print("all assertions hold")
```

Running it gives:

```
Hidden asymmetries A, B: 8.000, 0.400
Binary slopes A, B: 0.300, 4.000 uOhm cm/at.%
Alloy 1: A 2.0 at.%, B 0.6 at.%
  rho_A, rho_B, rho_AB: 0.600, 2.400, 4.457 uOhm cm
  Delta: 1.457 uOhm cm; 1/Delta: 0.68634 1/(uOhm cm)
Alloy 2: A 4.0 at.%, B 0.4 at.%
  rho_A, rho_B, rho_AB: 1.200, 1.600, 4.534 uOhm cm
  Delta: 1.734 uOhm cm; 1/Delta: 0.57670 1/(uOhm cm)
Alloy 3: A 6.0 at.%, B 0.2 at.%
  rho_A, rho_B, rho_AB: 1.800, 0.800, 3.774 uOhm cm
  Delta: 1.174 uOhm cm; 1/Delta: 0.85179 1/(uOhm cm)
u, v, D: 0.27163, 0.56071, 2.74824
Polarizations s_A, s_B: 0.77759, -0.42884
Recovered alpha_A, alpha_B: 7.993, 0.3997
Mirror alpha_A, alpha_B: 0.1251, 2.502
A up, down: 0.338, 2.698 uOhm cm/at.%
B up, down: 14.007, 5.599 uOhm cm/at.%
Alloy 2 Delta predicted, observed: 1.7337, 1.7340 uOhm cm
Rival pair fitting alloy 1: 5.000, 0.2194
Rival Delta for alloy 3: 1.632 uOhm cm
Random error of each resistivity: 0.5 %
alpha_A 16, 50, 84 percentiles: 7.597, 8.009, 8.434
alpha_B 16, 50, 84 percentiles: 0.385, 0.400, 0.416
Equal impurities, each binary at m=0: 1.200 uOhm cm
  at m = 1.0 uOhm cm, Delta: -0.391 uOhm cm
  lower bound: -0.446 uOhm cm
Mixing that lowers alpha_A by 10 %: 0.0730 uOhm cm
Alloy 1 Delta at rough warm m = 10: 0.243 uOhm cm
Host background, asymmetry: 0.030 uOhm cm, 3.0
  apparent alpha_A, alpha_B: 8.323, 0.4586
Ternary channel excess: 2.0 %
  apparent alpha_A, alpha_B: 8.171, 0.3800
Spin-orbit gamma: 0.010; A-binary anisotropy: 6.92 %
  apparent alpha_A, alpha_B: 7.333, 0.3944
Internal induction: 0.6 T; density per spin: 4.5e+28 m^-3
Largest cyclotron angle: 0.0123 rad; its square: 1.5e-04
all assertions hold
```
